# Noise Margins of a Matched Square-Law Complementary Inverter: a program that tests the result

```python
"""
Result under test: a matched square-law complementary inverter with supply VDD
and threshold magnitude VT (0 <= VT < VDD/2) has unity-gain inputs
VIL = (3 VDD + 2 VT)/8 and VIH = (5 VDD - 2 VT)/8. With settled output levels
0 and VDD, both noise margins are (3 VDD + 2 VT)/8.
Symbols: vi, vo = input and output voltage; beta = transistor gain factor;
vgs, vds = gate-source and drain-source voltage magnitudes.
The transfer curve is obtained by numerical current balance.
Currents inside the inverter model are in units of the n-channel beta times V^2.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def overdrive(v, width):
    """Channel overdrive; width > 0 adds an exponential subthreshold tail."""
    if width == 0:
        return max(v, 0.0)
    x = v / width
    return v if x > 40 else width * math.log1p(math.exp(x))


def channel_current(vgs, vds, vt, beta=1.0, swing=0.0, lam=0.0):
    width = 2 * swing / math.log(10)
    source = overdrive(vgs - vt, width)
    drain = overdrive(vgs - vds - vt, width)
    return 0.5 * beta * (source**2 - drain**2) * (1 + lam * vds)


class Inverter:
    def __init__(self, vdd, vt, vt_p=None, beta_p=1.0, swing_n=0.0,
                 swing_p=0.0, lam=0.0, off_ratio=0.0):
        self.vdd, self.vt = vdd, vt
        self.vt_p = vt if vt_p is None else vt_p
        self.beta_p, self.lam = beta_p, lam
        self.swing_n, self.swing_p = swing_n, swing_p
        # ohmic p-channel leakage, relative to the nominal on current
        self.leak = off_ratio * 0.5 * (vdd - vt)**2 / vdd

    def currents(self, vi, vo):
        n = channel_current(vi, vo, self.vt, 1.0, self.swing_n, self.lam)
        vds_p = self.vdd - vo
        p = channel_current(self.vdd - vi, vds_p, self.vt_p, self.beta_p,
                            self.swing_p, self.lam) + self.leak * vds_p
        return n, p

    def output(self, vi):
        def imbalance(vo):
            n, p = self.currents(vi, vo)
            return p - n
        return brentq(imbalance, 0.0, self.vdd, xtol=1e-13)

    def slope(self, vi, h=1e-4):
        return (self.output(vi + h) - self.output(vi - h)) / (2 * h)

    def unity_points(self):
        grid = np.linspace(0, self.vdd, 201)
        value = [self.slope(float(v)) + 1 for v in grid]
        found = []
        for i in range(200):
            if value[i] * value[i + 1] < 0:
                found.append(brentq(lambda v: self.slope(v) + 1,
                                    float(grid[i]), float(grid[i + 1]),
                                    xtol=1e-10))
        assert len(found) == 2
        return found

    def levels(self):
        low = 0.0
        for _ in range(50):
            high = self.output(low)
            low = self.output(high)
        return low, high

    def margins(self):
        vil, vih = self.unity_points()
        low, high = self.levels()
        return vil - low, high - vih, low, high


# Square law against direct integration of the gradual-channel charge
for vgs, vds in [(1.0, 4.0), (5.0, 1.2), (5.0, 7.0)]:
    vt_test = 2.0
    pinch = min(vds, max(vgs - vt_test, 0.0))
    integral = quad(lambda v: max(vgs - vt_test - v, 0.0), 0, vds,
                    points=[pinch] if 0 < pinch < vds else None)[0]
    assert abs(integral - channel_current(vgs, vds, vt_test)) < 1e-9

# The smoothed law has the requested subthreshold swing
tail = [channel_current(v, 5.0, 2.0, swing=0.3) for v in (-2.0, -1.7)]
assert abs(math.log10(tail[1] / tail[0]) - 1) < 1e-5

# Unity-gain points, margins, transfer curve, gain and symmetry
for supply, threshold in [(10, 2), (5, 0), (3, 1.35), (20, 3), (1.8, 0.4)]:
    inv = Inverter(supply, threshold)
    vil, vih = inv.unity_points()
    low, high = inv.levels()
    margin = (3 * supply + 2 * threshold) / 8
    assert abs(vil - low - margin) < 1e-6
    assert abs(high - vih - margin) < 1e-6
    assert abs(vih - (5 * supply - 2 * threshold) / 8) < 1e-6
    drop = supply - inv.output(vil)
    assert abs(drop - (supply - 2 * threshold) / 8) < 1e-6
    last_gain = -1.0
    for part in (0.1, 0.4, 0.7, 0.9):
        v = threshold + part * (supply / 2 - threshold)
        span, rest = supply - 2 * threshold, supply - 2 * v
        assert abs(inv.output(v) - v - threshold
                   - math.sqrt(span * rest)) < 1e-9
        gain = -inv.slope(v)
        assert abs(gain - (math.sqrt(span / rest) - 1)) < 1e-4
        assert gain > last_gain
        last_gain = gain
        assert abs(inv.output(supply - v) + inv.output(v) - supply) < 1e-9

# Thresholds above half the supply leave the output undefined at midpoint input
dead = Inverter(10.0, 6.0)
assert all(dead.currents(5.0, vo) == (0.0, 0.0) for vo in (1.0, 5.0, 9.0))

# Worked example: rough oxide thin-film transistor parameters
VDD, VT = 10.0, 2.0
ideal = Inverter(VDD, VT)
VIL, VIH = ideal.unity_points()
NML, NMH, VOL, VOH = ideal.margins()
vo_il, vo_ih = ideal.output(VIL), ideal.output(VIH)


def all_gates_survive(noise):
    low = 0.0
    for _ in range(400):
        high = ideal.output(low + noise)
        low = ideal.output(high - noise)
    return low < VDD / 2


def one_gate_survives(noise):
    low = noise
    for _ in range(40):
        low = ideal.output(ideal.output(low))
    return low < VDD / 2


def largest_noise(survives, upper):
    lower = 0.0
    for _ in range(18):
        middle = 0.5 * (lower + upper)
        if survives(middle):
            lower = middle
        else:
            upper = middle
    return 0.5 * (lower + upper)


noise_all = largest_noise(all_gates_survive, 4.9)
noise_one = largest_noise(one_gate_survives, 7.9)
assert abs(noise_all - (VDD + 2 * VT) / 4) < 1e-3
assert abs(noise_all - (VIL - vo_ih)) < 1e-3
assert abs(noise_one - VDD / 2) < 1e-3

q, kB, hbar = const.e, const.k, const.hbar
thickness_nm, eps_r = 100.0, 3.9
mu_n, mu_p = 10.0, 1.0                         # cm2/Vs
length_um, width_n_um = 10.0, 20.0
width_p_um = width_n_um * mu_n / mu_p
cap = eps_r * const.epsilon_0 / (thickness_nm * 1e-9)       # F/m2
beta = mu_n * 1e-4 * cap * width_n_um / length_um           # A/V2
beta_p_real = mu_p * 1e-4 * cap * width_p_um / length_um
assert abs(beta / beta_p_real - 1) < 1e-12
current_il = beta * ideal.currents(VIL, vo_il)[0]
current_mid = beta * ideal.currents(VDD / 2, VDD / 2)[0]
on_current = beta * channel_current(VDD, VDD, VT)

# Neglected effects, rough inputs
lam, swing_n, swing_p, off_ratio = 0.05, 0.3, 1.0, 1e-3
drift, weak_p = 0.5, 0.5
temp, hot, activation = 300.0, 350.0, 0.05     # K, K, eV
hot_ratio = math.exp(activation * q / kB * (1 / temp - 1 / hot))
vt_depletion = -1.0
cases = {
    "output conductance": Inverter(VDD, VT, lam=lam),
    "subthreshold swing": Inverter(VDD, VT, swing_n=swing_n,
                                   swing_p=swing_p),
    "p off current": Inverter(VDD, VT, off_ratio=off_ratio),
    "p threshold drift": Inverter(VDD, VT, vt_p=VT + drift),
    "p gain halved": Inverter(VDD, VT, beta_p=weak_p),
    "350 K mobility": Inverter(VDD, VT, beta_p=hot_ratio),
    "depletion VT": Inverter(VDD, vt_depletion),
    "adverse combination": Inverter(VDD, VT, vt_p=VT + drift,
                                    beta_p=weak_p, swing_n=swing_n,
                                    swing_p=swing_p, lam=lam,
                                    off_ratio=off_ratio),
}
result = {name: inv.margins() for name, inv in cases.items()}
r = result["output conductance"]
assert r[0] < NML and abs(r[0] - r[1]) < 1e-6
for name in ("p threshold drift", "p gain halved"):
    assert result[name][0] < NML and result[name][1] > NMH
assert result["350 K mobility"][0] > NML
assert result["350 K mobility"][1] < NMH
leak_estimate = (VDD - VT) * off_ratio / 2
assert abs(result["p off current"][2] / leak_estimate - 1) < 0.01
depletion_formula = (3 * VDD + 2 * vt_depletion) / 8
assert result["depletion VT"][0] < depletion_formula
assert result["depletion VT"][2] > 0
dep_low, dep_high = cases["depletion VT"].levels()
dep_current = beta * cases["depletion VT"].currents(dep_low, dep_high)[0]

contact_ohm_cm = 100.0
contact_drop = current_il * contact_ohm_cm / (width_p_um * 1e-4)
gate_field = VDD / (thickness_nm * 1e-9)       # V/m
lateral_field = VDD / (length_um * 1e-6)
breakdown = 10.0                             # MV/cm, rough
barrier, mass_ox = 3.0, 0.4                   # eV, electron masses
fn_slope = (4 * math.sqrt(2 * mass_ox * const.m_e)
            * (barrier * q)**1.5 / (3 * hbar * q))
fn_prefactor = q**3 * gate_field**2 / (
    8 * math.pi * const.h * barrier * q * mass_ox)
log_tunnel = (math.log10(fn_prefactor * 1e-4)
              - fn_slope / gate_field / math.log(10))
mass_n = 0.3
sheet = cap * (VDD - VT) / q
dos = mass_n * const.m_e / (math.pi * hbar**2)
filling = sheet / (dos * kB * temp)
quantum_cap = q**2 * dos * (1 - math.exp(-filling))
cap_correction = cap / quantum_cap
fermi = kB * temp / q * math.log(math.expm1(filling))
assert gate_field * 1e-8 < breakdown and cap_correction < 0.02

hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"VDD, VT: {VDD:.2f}, {VT:.2f} V")
print(f"VIL, VIH: {VIL:.3f}, {VIH:.3f} V")
print(f"Settled VOL, VOH: {abs(VOL):.3f}, {VOH:.3f} V")
print(f"Noise margins low, high: {NML:.3f}, {NMH:.3f} V")
print(f"Margin in atomic units: {NML/hartree:.4f} hartree/e")
print(f"Output at VIL, VIH: {vo_il:.3f}, {vo_ih:.3f} V")
print(f"Output drop at VIL: {VDD-vo_il:.3f} V")
print(f"Largest noise, every gate: {noise_all:.3f} V")
print(f"Largest noise, one gate: {noise_one:.3f} V")
print(f"Oxide thickness: {thickness_nm:.0f} nm; eps_r: {eps_r:.1f}")
print(f"Mobility n, p: {mu_n:.1f}, {mu_p:.1f} cm2/Vs")
print(f"Channel length: {length_um:.0f} um")
print(f"Width n, p: {width_n_um:.0f}, {width_p_um:.0f} um")
print(f"Gate capacitance: {cap*1e5:.2f} nF/cm2")
print(f"Gain factor beta: {beta*1e6:.3f} uA/V2")
print(f"Current at VIL: {current_il*1e6:.2f} uA")
print(f"Current at midpoint: {current_mid*1e6:.2f} uA")
print(f"Full on current: {on_current*1e6:.2f} uA")
print(f"Output-conductance parameter: {lam:.2f} 1/V")
print(f"Swing n, p: {swing_n:.1f}, {swing_p:.1f} V/decade")
print(f"p off/on current ratio: {off_ratio:.0e}")
print(f"p threshold drift: {drift:.1f} V; weak gain ratio: {weak_p:.1f}")
print(f"Temperatures: {temp:.0f}, {hot:.0f} K")
print(f"Extra p activation energy: {activation:.2f} eV")
print(f"Hot p/n gain ratio: {hot_ratio:.3f}")
print(f"Depletion VT: {vt_depletion:.1f} V")
print("Effect: NML, NMH, VOL, VDD-VOH, all in V")
for name, (nl, nh, low, high) in result.items():
    print(f"{name}: {nl:.3f}, {nh:.3f}, {low:.4f}, {VDD-high:.4f}")
print(f"Depletion margin from formula: {depletion_formula:.3f} V")
print(f"Depletion standby current: {dep_current*1e6:.3f} uA")
print(f"Contact resistance times width: {contact_ohm_cm:.0f} ohm cm")
print(f"p contact drop at VIL: {contact_drop*1e3:.2f} mV")
print(f"Gate field: {gate_field*1e-8:.2f} MV/cm")
print(f"Rough oxide breakdown: {breakdown:.0f} MV/cm")
print(f"Mean lateral field: {lateral_field*1e-8:.3f} MV/cm")
print(f"Tunnel barrier: {barrier:.1f} eV; mass: {mass_ox:.1f} m_e")
print(f"log10 tunnel current/(A/cm2): {log_tunnel:.0f}")
print(f"n channel mass: {mass_n:.1f} m_e")
print(f"Sheet density at full drive: {sheet*1e-4:.2e} 1/cm2")
print(f"Fermi level above band edge: {fermi:.4f} eV")
print(f"Gate/quantum capacitance: {cap_correction*100:.2f} percent")
print("all assertions hold")
```

Running it gives:

```
VDD, VT: 10.00, 2.00 V
VIL, VIH: 4.250, 5.750 V
Settled VOL, VOH: 0.000, 10.000 V
Noise margins low, high: 4.250, 4.250 V
Margin in atomic units: 0.1562 hartree/e
Output at VIL, VIH: 9.250, 0.750 V
Output drop at VIL: 0.750 V
Largest noise, every gate: 3.500 V
Largest noise, one gate: 5.000 V
Oxide thickness: 100 nm; eps_r: 3.9
Mobility n, p: 10.0, 1.0 cm2/Vs
Channel length: 10 um
Width n, p: 20, 200 um
Gate capacitance: 34.53 nF/cm2
Gain factor beta: 0.691 uA/V2
Current at VIL: 1.75 uA
Current at midpoint: 3.11 uA
Full on current: 22.10 uA
Output-conductance parameter: 0.05 1/V
Swing n, p: 0.3, 1.0 V/decade
p off/on current ratio: 1e-03
p threshold drift: 0.5 V; weak gain ratio: 0.5
Temperatures: 300, 350 K
Extra p activation energy: 0.05 eV
Hot p/n gain ratio: 1.318
Depletion VT: -1.0 V
Effect: NML, NMH, VOL, VDD-VOH, all in V
output conductance: 3.965, 3.965, 0.0000, 0.0000
subthreshold swing: 4.221, 4.251, 0.0004, 0.0000
p off current: 4.247, 4.246, 0.0040, 0.0000
p threshold drift: 4.062, 4.562, 0.0000, 0.0000
p gain halved: 3.589, 4.929, 0.0000, 0.0000
350 K mobility: 4.523, 3.980, 0.0000, 0.0000
depletion VT: 3.449, 3.449, 0.0505, 0.0505
adverse combination: 3.191, 4.921, 0.0041, 0.0000
Depletion margin from formula: 3.500 V
Depletion standby current: 0.381 uA
Contact resistance times width: 100 ohm cm
p contact drop at VIL: 8.74 mV
Gate field: 1.00 MV/cm
Rough oxide breakdown: 10 MV/cm
Mean lateral field: 0.010 MV/cm
Tunnel barrier: 3.0 eV; mass: 0.4 m_e
log10 tunnel current/(A/cm2): -91
n channel mass: 0.3 m_e
Sheet density at full drive: 1.72e+12 1/cm2
Fermi level above band edge: -0.0091 eV
Gate/quantum capacitance: 0.42 percent
all assertions hold
```
